\section*{Small-Polaron Hopping from Repeated Landau--Zener Passes, part 1}

(Sections cited here and not found follow in the second part.)

\section{Surfaces, one pass, and the sum of probabilities}

\subsection{Two limits that agree and a rate below both}

Take an electron that can sit on either of two sites. It gains a polaron energy of $0.50$ eV by distorting the lattice around its site, the phonon quantum is $0.020$ eV, the electronic hopping matrix element is $0.03$ eV, and the temperature is 300 K. The nonadiabatic formula, which treats the hopping element as a weak perturbation, gives $9.5\times10^{8}$ hops per second. The adiabatic formula, in which the electron follows the lattice without any lag, gives $9.4\times10^{8}$ per second. Two opposite approximations agree to about one per cent. Yet the rate that interpolates between them is $7.4\times10^{8}$ per second, below both.

The explanation needs two separate quantities: the height of the barrier that the lattice must climb, and the probability that an attempt at the top ends on the other site. The second quantity is
\begin{equation}
\mathcal T=\frac{2P}{1+P},
\label{eq:result}
\end{equation}
where $P$ is the probability that a single pass through the crossing transfers the electron. It is derived below twice, first by adding probabilities and then by adding amplitudes.

\subsection{The two-site model}

Let each site $i=1,2$ carry one harmonic coordinate $x_i$ with mass $m$, spring constant $K$ and frequency $\omega=\sqrt{K/m}$. An electron on site $i$ has energy $-gx_i$, and the hopping matrix element is $-t$ with $t>0$. With the electron fixed on site 1, minimizing $Kx_1^2/2-gx_1$ gives $x_1=g/K$ and the energy $-E_p$, where
\begin{equation}
E_p=\frac{g^2}{2K}
\end{equation}
is the polaron energy.

Introduce $X=(x_1+x_2)/\sqrt2$ and $y=(x_2-x_1)/\sqrt2$. This is a rotation, so the kinetic energy and the elastic energy keep their form. Since $x_1=(X-y)/\sqrt2$ and $x_2=(X+y)/\sqrt2$, the term $-gX/\sqrt2$ is the same for both electronic states. The mean coordinate $X$ therefore separates and has no effect on hopping. For the relative coordinate the two energies are
\begin{equation}
\frac{Ky^2}{2}+\frac{gy}{\sqrt2}\quad\text{(site 1)},\qquad
\frac{Ky^2}{2}-\frac{gy}{\sqrt2}\quad\text{(site 2)}.
\end{equation}
Their minima lie at $y=\mp y_0$ with $y_0=g/(\sqrt2K)$. Put $y=y_0u$. Then $Ky_0^2=g^2/(2K)=E_p$ and $gy_0/\sqrt2=g^2/(2K)=E_p$. Completing the squares and dropping the common constant $-E_p/2$ gives
\begin{equation}
V_1=\frac{E_p}{2}(u+1)^2,\qquad V_2=\frac{E_p}{2}(u-1)^2,\qquad V_1-V_2=2E_pu.
\label{eq:diabats}
\end{equation}
These are the diabatic surfaces: the electron stays on a named site. They cross at $u=0$ at height $E_p/2$ above their minima. The kinetic energy is $my_0^2\dot u^2/2=M\dot u^2/2$, with $M=mE_p/K=E_p/\omega^2$.

\subsection{The barrier on the lower surface}

At fixed $u$ the electronic matrix has diagonal elements $V_1,V_2$ and off-diagonal element $-t$. The mean of the diagonal is $E_p(u^2+1)/2$ and half their difference is $E_pu$, so the eigenvalues are
\begin{equation}
W_\pm(u)=\frac{E_p}{2}(u^2+1)\pm R,\qquad R=\sqrt{E_p^2u^2+t^2}.
\end{equation}
The gap at $u=0$ is $2t$. On the lower surface
\begin{equation}
W_-'=E_pu\left(1-\frac{E_p}{R}\right),\qquad
W_-''=E_p-\frac{E_p^2}{R}+\frac{E_p^4u^2}{R^3}
=E_p-\frac{E_p^2t^2}{R^3},
\end{equation}
where the last step uses $R^2-E_p^2u^2=t^2$. For $t<E_p$ there are three stationary points. At $u=0$, where $R=t$, the curvature $E_p-E_p^2/t$ is negative, so this is the top, at energy $E_p/2-t$. The other two have $R=E_p$, that is $u^2=1-t^2/E_p^2$, and energy
\begin{equation}
W_{\min}=\frac{E_p}{2}\left(2-\frac{t^2}{E_p^2}\right)-E_p=-\frac{t^2}{2E_p}.
\end{equation}
The barrier is the difference,
\begin{equation}
E_b=\frac{E_p}{2}-t+\frac{t^2}{2E_p}=\frac{(E_p-t)^2}{2E_p}.
\label{eq:barrier}
\end{equation}
It is lowered from $E_p/2$ by $t$ to leading order in $t/E_p$. The correction $t^2/(2E_p)$ appears because the wells also sink. At the wells $W_-''=E_p(1-t^2/E_p^2)$, and division by $M$ gives the well frequency
\begin{equation}
\omega_w=\omega\sqrt{1-t^2/E_p^2}.
\end{equation}
At $t=E_p$ the wells merge and there is no hopping problem left. Minimization over both original coordinates $x_1,x_2$ confirms these formulas; at $t/E_p=0.2$, for instance, it gives a barrier of $0.320\,E_p$.

The lowering follows from the shape of $W_-$ alone. No counting of passes enters it. The upper surface has $W_+'=E_pu(1+E_p/R)$, so its single minimum is at $u=0$, at energy $E_p/2+t$.

\subsection{One pass through the crossing}

The lattice coordinate is now treated as a classical path $u(\tau)$, with $\tau$ the time. Near the crossing the speed is taken as constant. If the kinetic energy there is $\varepsilon$, then $|\dot u|=\sqrt{2\varepsilon/M}=\omega\sqrt{2\varepsilon/E_p}$, and the diabatic gap $2E_pu$ changes at the rate
\begin{equation}
\alpha=2E_p|\dot u|=2\omega\sqrt{2\varepsilon E_p}.
\label{eq:alpha}
\end{equation}
Constant speed requires $\varepsilon$ to be large against the change of potential energy during the transition. That change is of order $t$ when the avoided crossing is wide. When $t$ is small, the transition lasts about $\sqrt{\hbar/\alpha}$, the time in which the phase $\alpha\tau^2/2\hbar$ becomes of order one. The gap then changes by $\sqrt{\hbar\alpha}$ and each surface by half of that. Both $t$ and $\sqrt{\hbar\alpha}/2$ should thus be small against $\varepsilon$.

For a pass towards positive $u$ the gap is $V_1-V_2=\alpha\tau$. The mean energy gives a common phase and is dropped. The amplitudes on sites 1 and 2 obey
\begin{equation}
i\hbar\dot C_1=\tfrac12\alpha\tau C_1-tC_2,\qquad
i\hbar\dot C_2=-tC_1-\tfrac12\alpha\tau C_2.
\end{equation}
Writing $C_1=Ae^{-i\alpha\tau^2/4\hbar}$ and $C_2=Be^{i\alpha\tau^2/4\hbar}$ removes the diagonal terms:
\begin{equation}
i\hbar\dot A=-tBe^{i\alpha\tau^2/2\hbar},\qquad
i\hbar\dot B=-tAe^{-i\alpha\tau^2/2\hbar}.
\label{eq:AB}
\end{equation}
Differentiate the first equation. The derivative of the exponential gives $(i\alpha\tau/\hbar)(i\hbar\dot A)$, and the second equation replaces $\dot B$. After division by $i\hbar$, with $a=\alpha/\hbar$,
\begin{equation}
\ddot A-ia\tau\dot A+\frac{t^2}{\hbar^2}A=0.
\label{eq:second}
\end{equation}

Seek a solution $A=\int_C dq\,F(q)e^{iq\tau}$. In $\tau\dot A$ the factor $\tau e^{iq\tau}$ is $-i\,d(e^{iq\tau})/dq$. Integration by parts then gives $\tau\dot A=-\int_C dq\,(qF)'e^{iq\tau}$, provided that $qFe^{iq\tau}$ vanishes at the ends of $C$. Equation \eqref{eq:second} holds if
\begin{equation}
-q^2F+ia(qF)'+\frac{t^2}{\hbar^2}F=0.
\end{equation}
For $G=qF$ this reads $G'/G=-iq/a+i\delta/q$, with $\delta=t^2/(\hbar^2a)=t^2/(\hbar\alpha)$. Hence
\begin{equation}
A(\tau)=\int_C dq\,q^{-1+i\delta}\,e^{-iq^2/2a+iq\tau}.
\end{equation}
Let $C$ come in from infinity just below the positive real axis, circle the origin once counterclockwise, and return to infinity in the same direction. A branch cut runs between the two legs. The Gaussian factor decays in this direction, so the end terms vanish.

For $\tau\to-\infty$, turn the cut and both legs to the negative imaginary axis. Throughout the turn the Gaussian factor does not grow and $e^{iq\tau}$ decays. Set $q=e^{-i\pi/2}s/|\tau|$. Then $iq\tau=-s$, the Gaussian factor tends to one, and
\begin{equation}
A\to e^{\pi\delta/2}|\tau|^{-i\delta}h,\qquad
h=\oint ds\,s^{-1+i\delta}e^{-s},
\end{equation}
with the loop now around the positive $s$ axis. The constant $h$ is not zero. If $i\delta$ is replaced by $\nu$ with positive real part, the circle can be shrunk and the legs give $(e^{2\pi i\nu}-1)\Gamma(\nu)$. By analytic continuation $h=(e^{-2\pi\delta}-1)\Gamma(i\delta)$, and the gamma function has no zeros. In $\dot A$ there is one more factor $q\propto1/|\tau|$, so $\dot A\to0$, and by \eqref{eq:AB} also $B\to0$. The solution starts purely on site 1.

For $\tau\to+\infty$, let each leg run from the origin up the positive imaginary axis to $q=ia\tau$, and then along the straight line $q=a\tau+re^{-i\pi/4}$ to infinity. On the axis $e^{iq\tau}$ decays and has fallen to $e^{-a\tau^2}$ at the corner. On the line the exponent is $ia\tau^2/2-r^2/2a$, while $|q|\ge a\tau/\sqrt2$, so the line contributes a term of order $1/(\sqrt a\,\tau)$, which vanishes. Near the origin set $q=e^{i\pi/2}s/\tau$, which again gives $iq\tau=-s$. The result is $A\to e^{-\pi\delta/2}\tau^{-i\delta}h$. Therefore $|A(\infty)/A(-\infty)|^2=e^{-2\pi\delta}$ is the probability of staying on site 1, and that of transfer is
\begin{equation}
P=1-e^{-c},\qquad
c=\frac{2\pi t^2}{\hbar\alpha}=\frac{\pi t^2}{\hbar\omega\sqrt{2\varepsilon E_p}}.
\label{eq:P}
\end{equation}
This is the Landau--Zener formula. Direct integration of the two-state equation at $\delta=0.1225$ gives $P=0.5368$, as does \eqref{eq:P}. Unitarity gives the same $P$ for a start on site 2. A pass towards negative $u$ interchanges the two labels and also has the same $P$.

Changing site means staying on the same adiabatic surface. A slow pass has $P$ near one, and a fast pass has $P$ near zero.

\subsection{First derivation: adding probabilities}

Let the lattice come from the left well with enough energy to reach the upper surface, and let no phase relation survive from one pass to the next. Let every departure on the lower surface be final, because the lattice loses energy in the well before it can return.

The first pass moves to the right. With probability $P$ the electron changes to site 2 and the lattice descends into the right well. With probability $1-P$ it stays on site 1, where the potential continues to rise, so the system is on the upper surface. The lattice turns and passes the crossing to the left. Now staying on site 1, with probability $1-P$, leads down into the old well. Changing to site 2, with probability $P$, leads up again, since $V_2$ rises to the left. The lattice turns once more and passes to the right on site 2. Staying there, with probability $1-P$, leads into the new well; changing keeps the system above.

On the upper surface each pass thus ends the motion with probability $1-P$ and continues it with probability $P$. The exits lead alternately to the old and the new well. Arrival in the new well at the third pass has probability $(1-P)P(1-P)$, and each further round trip supplies a factor $P^2$:
\begin{equation}
\mathcal T=P+P(1-P)^2(1+P^2+P^4+\cdots)
=P+\frac{P(1-P)^2}{1-P^2}.
\label{eq:series}
\end{equation}
Cancelling $1-P$ gives
\begin{equation}
\mathcal T=P+\frac{P(1-P)}{1+P}
=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.
\end{equation}
The probability of return is $(1-P)^2/(1-P^2)=(1-P)/(1+P)$, and the two add to one.

For $P\ll1$ the result is $2P$. The electron has two chances to transfer while the lattice goes over the crossing and comes back: on the way out, or on the return pass, after which one more pass almost certainly leads into the new well. For $P\to1$ the first pass decides and $\mathcal T\to1$.

\section{The sum of amplitudes, the comparison, and the rate}

\subsection{Symbols and results taken over}

The diabatic surfaces of sites 1 and 2 cross at $u=0$, at height $E_p/2$ above their minima, where $E_p$ is the polaron energy. The hopping element $t$ opens a gap $2t$ there. The lower surface has the barrier $E_b=(E_p-t)^2/(2E_p)$ and the well frequency $\omega_w=\omega\sqrt{1-t^2/E_p^2}$, and the mass for $u$ is $M=E_p/\omega^2$. One pass with kinetic energy $\varepsilon$ changes the site, and so keeps the adiabatic surface, with probability $P=1-e^{-c}$, where $c=\pi t^2/(\hbar\omega\sqrt{2\varepsilon E_p})$. The gap changes at the rate $\alpha=2\omega\sqrt{2\varepsilon E_p}$. Adding the probabilities of successive passes gave $\mathcal T=2P/(1+P)$.

The lowered barrier and the single-pass probability $P$ are now established, and adding the probabilities of successive passes has given $\mathcal T=2P/(1+P)$. It remains to derive the same result by adding amplitudes, to obtain the thermal rate, and to explain the opening example.

Numerical values quoted here were computed with a short program.
